# Sternheimer antishielding by a closed p shell and its loss on freezing

Take six electrons filling the 2p orbitals of a nucleus of charge $Z$, and ignore their mutual repulsion. The shell is spherical, so it produces no electric field gradient at the nucleus. Now put two equal positive charges far away on the $z$ axis, one on each side. Their fields cancel at the nucleus, but their gradients add. The electrons are drawn towards both charges, and one might expect the displaced electrons to screen the gradient. They do the opposite: for this shell the nucleus feels $1+44/(5Z)$ times the gradient of the charges alone.

The reason can be seen in the orbital $p_z$. It points at the charges and is pulled outwards, so it loses density close to the nucleus. The orbitals $p_x$ and $p_y$ are pushed inwards and gain density there. The inner region is left with too little electron charge along $z$ and too much across it. That is the pattern of positive charge on the axis, the same as that of the external charges. Because a gradient weights charge by $1/r^3$, this inner pattern can outweigh the screening further out.

## Setting up the response

Atomic units are used, with electron charge $-1$. Let $V$ be the external gradient, the second derivative along $z$ of the electrostatic potential at the nucleus. For an axial gradient whose sources lie outside the shell,

$$\phi_{\rm ext}=\frac V2 r^2P_2(\cos\theta),\qquad r^2P_2=z^2-\tfrac12(x^2+y^2).$$

The second $z$ derivative of $r^2P_2$ is 2, which fixes the factor $V/2$. An electron has the perturbation energy $h'=-\frac V2r^2P_2$. This potential is used to first order only; taken literally at large $r$ it would have no lowest energy, but real sources sit at a finite distance.

An electron density $n$ has the potential $-\int n(\mathbf r)/|\mathbf r-\mathbf R|\,d^3r$ at $\mathbf R$. The second derivative of $1/|\mathbf r-\mathbf R|$ with respect to $R_z$ at the origin is $(3z^2-r^2)/r^5=2P_2/r^3$, apart from an isotropic contact term that does not belong to the traceless gradient. Hence

$$V_{\rm el}=-2\int n\,\frac{P_2}{r^3}\,d^3r .$$

The Sternheimer factor $\gamma$ is defined by $V+V_{\rm el}=(1-\gamma)V$, so

$$\gamma=\frac2V\,\delta\Big\langle\sum_i\frac{P_2(\cos\theta_i)}{r_i^3}\Big\rangle .$$

Positive $\gamma$ means shielding, negative $\gamma$ antishielding.

Write an unperturbed orbital as $(u_0/r)Y_{1m}$ with $\int u_0^2dr=1$. Acting on $Y_{1m}$, $P_2$ gives $c_1^mY_{1m}+c_3^mY_{3m}$; parity excludes $l=2$. Thus there are two kinds of distortion: a radial one, p→p, and an angular one, p→f. Define their radial functions by

$$(h_l-E)u_l=-\big(r^2-\delta_{l1}\langle r^2\rangle\big)u_0,\qquad h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v(r),$$

with $\int u_0u_1dr=0$. These $u_l$ answer the perturbation $+r^2$. The actual one carries $-V/2$, so the first-order orbital is $-\frac V2\sum_lc_l^m(u_l/r)Y_{lm}$. Its overlap with $P_2r^{-3}$ times the unperturbed orbital, doubled for the two cross terms, gives

$$\delta\langle P_2/r^3\rangle_m=-V\sum_l(c_l^m)^2K_l,\qquad K_l=\int u_0\,r^{-3}u_l\,dr .$$

For the angular sums, $p_z$ has density proportional to $\cos^2\theta$, so with $c=\cos\theta$

$$c_1^0=\frac32\int_{-1}^1c^2\,\frac{3c^2-1}2\,dc=\frac34\Big(\frac65-\frac23\Big)=\frac25 .$$

The three averages of $P_2$ add to zero because the filled shell is spherical, so $c_1^{\pm1}=-\frac15$. Therefore $\sum_m(c_1^m)^2=\frac4{25}+\frac2{25}=\frac6{25}$. The sum over both channels is three times the spherical average of $P_2^2$, which is $\frac35=\frac{15}{25}$. The f channel takes the remaining $\frac9{25}$. With two spins and the factor $2/V$,

$$\gamma=-\frac{24}{25}K_1-\frac{36}{25}K_3 .$$

## The hydrogenic shell solved

Let $v=-Z/r$ and $a=Z/2$. Then $u_0=Nr^2e^{-ar}$, $E=-a^2/2$ and $N^2=(2a)^5/24$. Differentiating directly, the terms in $r^k$ cancel and

$$(h_l-E)r^ke^{-ar}=\Big[\frac{l(l+1)-k(k-1)}2r^{k-2}+a(k-2)r^{k-1}\Big]e^{-ar}.$$

The averages needed follow from $\langle r^n\rangle=(n+4)!/[24(2a)^n]$:

$$\langle r^2\rangle=\frac{15}{2a^2},\quad \langle r^3\rangle=\frac{105}{4a^3},\quad \langle r^{-1}\rangle=\frac a2,\quad \langle r^{-3}\rangle=\frac{a^3}3 .$$

For the radial channel try $u_1=N(c_5r^5+c_4r^4+c_3r^3+c_2r^2)e^{-ar}$. The right-hand side is $N(-r^4+\langle r^2\rangle r^2)e^{-ar}$. Matching powers from the top:

- $r^4$: $3ac_5=-1$, so $c_5=-1/(3a)$.
- $r^3$: $-9c_5+2ac_4=0$, so $c_4=-3/(2a^2)$.
- $r^2$: $-5c_4+ac_3=15/(2a^2)$, so $c_3=0$.

The $r^1$ equation is then satisfied. The coefficient $c_2$ multiplies $u_0$ itself and is set by orthogonality:

$$c_2=-c_5\langle r^3\rangle-c_4\langle r^2\rangle=\frac{35}{4a^4}+\frac{45}{4a^4}=\frac{20}{a^4}.$$

The response integral is

$$K_1=c_5+c_4\langle r^{-1}\rangle+c_2\langle r^{-3}\rangle=-\frac1{3a}-\frac3{4a}+\frac{20}{3a}=\frac{67}{12a}=\frac{67}{6Z}.$$

The last term dominates. It is a change of the orbital's amplitude near the nucleus: density moved at the outside of the orbital must be balanced inside, where $r^{-3}$ is large.

For the angular channel the right-hand side is $-Nr^4e^{-ar}$. Now $r^4$ gives $c_5=-1/(3a)$, and $r^3$ gives $-4c_5+2ac_4=0$, so $c_4=-2/(3a^2)$. For $l=3$, $k=4$ the $r^2$ term vanishes, and the solution stops. Then

$$K_3=c_5+c_4\frac a2=-\frac2{3a}=-\frac4{3Z}.$$

Collecting both channels,

$$\gamma=-\frac{268}{25Z}+\frac{48}{25Z}=-\frac{44}{5Z}.$$

The power of $Z$ follows from scaling: $r^2$ gives $Z^{-2}$, $r^{-3}$ gives $Z^3$, and the energy denominator gives $Z^{-2}$. For $Z=7$ the two parts are $-1.531$ and $+0.274$, total $-1.257$. Diagonalizing the shell in a small finite gradient gives the same values.

## Why the signs are not an accident

The signs hold for any local central potential in which $u_0$ is the lowest p orbital, and hence has no radial node. In the radial channel set $u_1=u_0w$. Since $(h_1-E)u_0=0$, the terms without a derivative of $w$ cancel. Multiplying what remains by $-2u_0$ gives

$$(u_0^2w')'=2\big(r^2-\langle r^2\rangle\big)u_0^2 .$$

For any function $q(r)$ define the running integral

$$A_q(r)=\int_0^r\big(q-\langle q\rangle\big)u_0^2\,dr',$$

which vanishes at both ends. With $g=r^2$ one integration gives $w'=2A_g/u_0^2$. With $f=r^{-3}$, and using $\int u_0^2w\,dr=0$ to subtract $\langle f\rangle$, integration by parts gives

$$K_1=\int(f-\langle f\rangle)u_0^2w\,dr=-\int A_fw'\,dr=-2\int\frac{A_fA_g}{u_0^2}\,dr .$$

Because $g$ rises with $r$, $g-\langle g\rangle$ is first negative and then positive. Its running integral goes down and returns to zero, so $A_g\le0$. For the falling function $f$ the order is reversed and $A_f\ge0$. Hence $K_1>0$: radial distortion antishields.

In the angular channel, $h_3-E=(h_1-E)+5/r^2$ is a positive operator, because $E$ is the lowest eigenvalue of $h_1$. Suppose $u_3$ were positive on some interval and zero at its ends. Multiply $(h_3-E)u_3=-r^2u_0$ by $u_3$ and integrate over that interval. The left side is the expectation value of a positive operator in the function cut off outside the interval, so it is positive. The right side is negative for $u_0>0$. The contradiction shows that $u_3$ is nowhere positive, so $K_3<0$ and angular distortion shields.

The argument fixes the sign of each part, not of their sum. It also stops at orbitals with radial nodes, such as 3p: there $1/u_0^2$ diverges at the node, and the sign has to be computed.

## A real 2p shell: Na⁺

The sodium ion was treated by nonrelativistic restricted Hartree–Fock in a Gaussian basis, without electron correlation. Its 2p orbital has $\langle r^{-3}\rangle=17.02$ bohr⁻³ and $\langle r^2\rangle=0.816$ bohr². No single hydrogenic charge fits both: the first asks for $Z=7.42$, the second for $Z=6.06$. The corresponding radial parts of $\gamma$ would be $-1.4$ and $-1.8$.

Inserting the actual orbital in the formula for $K_1$ gives $K_1=5.46$ and a radial part $-\frac{24}{25}\times5.46=-5.24$, three to four times larger than these. Part of the increase can be traced. In the hydrogenic shell the relative response is $K_1/\langle r^{-3}\rangle=268/Z^4$, since $\langle r^{-3}\rangle=Z^3/24$. Taking this at the outer charge 6.06, but keeping the actual inner density, gives

$$-\frac{24}{25}\times17.02\times\frac{268}{6.06^4}\approx-3.2 .$$

A compact inner part and a softer outer part therefore reinforce each other. The rest lies in details of the radial shape that two averages do not capture.

The same orbital shows the motion described at the start. Replacing $r^{-3}$ by $r^2$ in the response integral gives $-0.552$. For $p_z$, with $c_1^0=\frac25$, the changes are $\delta\langle r^2\rangle=+0.22V$ and $\delta\langle r^{-3}\rangle=-2.19V$. The orbital expands and its inner density falls.

The orbital formula assumes a local potential that does not itself respond. Letting all electrons respond self-consistently, but only through s and p functions, gives $\gamma=-5.59$. The simple formula comes close to this, but the agreement does not show that the response of the potential is small: the formula also replaces nonlocal exchange by a local potential, and the two approximations can offset each other. Adding d and f functions admits angular distortion and brings the result to $-5.16$. A larger basis gives $-5.12$, and a wider one, with d exponents from 0.18 to 87, gives $-5.08$, so the value is converged only to about 2%. In that wider basis $\langle r^{-3}\rangle=17.04$, $K_1=5.47$ and the s,p-only value is $-5.60$. The nucleus thus feels about 6 times a weak, distant external gradient.

Now freeze shells. With 1s and 2s frozen and 2p free, $\gamma=-5.30$. With 2p frozen and 1s and 2s free, $\gamma=+0.245$: the s shells can only distort into d functions here, and they shield. The two numbers add to $-5.06$ rather than $-5.16$, the difference being the coupling between the shells. In the wider basis they are $-5.285$ and $+0.253$, and the coupling drops from 0.10 to 0.05; the percentage losses that follow do not change. Freezing 2p alone changes the total factor from 6.16 to 0.755, a loss of 88% of the relaxed gradient. Freezing all three shells leaves the bare gradient, factor 1, and loses $1-1/6.16=84\%$. That is slightly less, because the shielding by 1s and 2s is then lost as well.

A single charge differs from a symmetric pair, since it also exerts a field. For a charge $-1$ at 4.5 bohr the bare gradient is $-2/4.5^3=-0.02195$ a.u., and the ion turns it into $-0.1247$. For a charge $+1$ the total is $+0.1464$. Half the difference is the part odd in the charge, $0.1356$, and $0.1356/0.02195$ reproduces the linear factor, 6.2. Half the sum, $+0.0109$, is even in the charge. Its leading term at large distance is quadratic in the field and falls as $R^{-4}$, against $R^{-3}$ for the gradient, so its relative weight fades only as $1/R$. At 10 bohr the factor for a charge $-1$ is still 5.97 rather than 6.16. The even part is sensitive to the basis: in the wider basis it is $+0.0140$ at 4.5 bohr, about 30% larger, with totals $-0.121$ and $+0.149$, and the factor at 10 bohr is 5.87 rather than 6.08.

## What a frozen core means in PAW

The projector augmented-wave method restores the nodal structure of an active orbital near the nucleus by

$$|\psi\rangle=|\tilde\psi\rangle+\sum_i\big(|\varphi_i\rangle-|\tilde\varphi_i\rangle\big)\langle\tilde p_i|\tilde\psi\rangle ,$$

where $\tilde\psi$ is smooth, $\varphi_i$ and $\tilde\varphi_i$ are true and smooth partial waves, and $\tilde p_i$ are projectors. The gradient then follows from the density of the reconstructed active orbitals, the other nuclei, and the core. A frozen closed-shell core is spherical and contributes nothing at its own nucleus. In an external gradient it still contributes nothing, because its density is not allowed to change. Even a perfect reconstruction of the active orbitals leaves this out: antishielding is a change of the 2p orbitals themselves. The remedy is to treat 2p as active, with partial waves flexible enough to describe its distortion.

## Sodium chloride: the loss is not one universal factor

Gas-phase NaCl shows what this costs in a molecule. The calculation is again restricted Hartree–Fock, at a chosen separation of 4.5 bohr, without vibration. The frozen orbitals are those of free Na⁺, and the active orbitals are kept orthogonal to them. This models the frozen-core approximation with all-electron orbitals; it is not a PAW calculation.

With everything relaxed the gradient at Na is $-0.241$ a.u., or $-2.34\times10^{21}$ V/m². With 1s, 2s and 2p frozen it is $-0.165$ a.u., or $-1.60\times10^{21}$ V/m². The loss is 32% of the relaxed value. Freeing 2p while keeping 1s and 2s frozen gives $-0.242$ a.u., which recovers 102% of the missing part. The loss therefore belongs to the 2p shell. The small overshoot has the sign expected when the shielding by the s shells is absent. Its size is not converged: the wider sodium basis with an augmented triple-zeta chlorine basis gives $-0.243$ relaxed, $-0.167$ frozen and $-0.248$ with 2p free, a loss of 31% and a recovery of 106%.

Why 32% and not 84%? The frozen-core gradient is already 7.5 times that of a point charge $-1$ at the chlorine site. Most of it cannot be the gradient of a distant ion; it must come from the way the active electrons are distributed. One likely source is active density close to the sodium nucleus. Active orbitals that overlap the core acquire 2p-like lobes through orthogonality, and they may also take on some sodium valence character. Very little is needed. One electron in a $2p_z$ orbital gives $-2\times\frac25\times17.0=-13.6$ a.u., so the excess of $-0.143$ a.u. corresponds to about 0.01 electron. Polarization of the chloride ion also changes the gradient. The calculation does not separate these contributions, so their shares remain a conjecture.

At 10 bohr, where overlap is much weaker, the frozen-core gradient is $-0.00271$ a.u., closer to the bare $-0.00200$. The relaxed value is $-0.0138$ a.u., and freezing now loses 80%. The ratio of relaxed to frozen is 5.1, against 6.0 for the free ion with a point charge at the same distance. In the larger bases the two gradients are $-0.00277$ and $-0.0140$ a.u., the loss stays at 80%, and the ratio is 5.05 against 5.9 for the free ion. The molecule has moved towards the limit of a distant source but has not reached it.

This also shows why a frozen-core gradient cannot be repaired by multiplying it by $1-\gamma$. At 4.5 bohr that would give $-0.165\times6.16\approx-1.0$ a.u., about four times the relaxed result. The factor was derived for sources outside the shell, with a potential proportional to $r^2$ throughout it. Active density inside the shell violates that condition. When the molecular gradient matters, the 2p shell has to respond within the calculation itself. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Hydrogenic shell, nuclear charge Z: 7.0
  gamma, p->p, by diagonalization: -1.53143
  gamma, p->f, by diagonalization: 0.27428
  gamma, total, by diagonalization: -1.25715
  K from orbital formula: 1.59524 a.u.
  K from closed form 67/(6Z): 1.59524 a.u.
Free Na+, restricted Hartree-Fock
  basis functions, working / large: 72 / 110
  2p mean r^2: 0.8160 bohr^2
  2p mean 1/r^3: 17.024 bohr^-3
  hydrogenic Z matching 1/r^3: 7.420
  hydrogenic Z matching r^2: 6.063
  hydrogenic p->p gamma at inner Z: -1.445
  hydrogenic p->p gamma at outer Z: -1.768
  K from actual 2p orbital: 5.463 a.u.
  same response integral for r^2: -0.552 a.u.
  p->p gamma from actual 2p orbital: -5.244
  coupled gamma, s and p functions only: -5.591
  coupled gamma, all shells free: -5.162
  coupled gamma, large basis: -5.122
  coupled gamma, only 2p free: -5.301
  coupled gamma, only 2p frozen: 0.245
  total factor 1-gamma, all free: 6.162
  total factor 1-gamma, 2p frozen: 0.755
  gradient lost by freezing 2p: 87.7 %
Na+ with a point charge at 4.5 bohr
  bare gradient of charge -1: -0.02195 a.u.
  total gradient, charge -1: -0.12472 a.u.
  total gradient, charge +1: 0.14643 a.u.
  linear factor from odd part: 6.177
  part even in charge: 0.01085 a.u.
NaCl at 4.5 bohr, 99 basis functions
  gradient at Na, relaxed: -0.24093 a.u.
  gradient at Na, 1s2s2p frozen: -0.16462 a.u.
  gradient at Na, only 1s2s frozen: -0.24235 a.u.
  relaxed / frozen: 1.464
  lost by freezing the core: 31.7 %
  missing part recovered by freeing 2p: 101.9 %
  relaxed gradient converted: -2.341e+21 V/m^2
  frozen gradient converted: -1.600e+21 V/m^2
NaCl at 10.0 bohr
  gradient at Na, relaxed: -0.013781 a.u.
  gradient at Na, 1s2s2p frozen: -0.002710 a.u.
  relaxed / frozen: 5.086
  free-ion factor for charge -1: 5.972
```
